# Zero-Potential Vertex and Reducible Terms of the Bound-Electron g Factor, part 2

We seek the one-loop correction to a bound electron's g factor from loops with free propagators (the zero-potential part), in Feynman gauge. It consists of a vertex term and a reducible term, the latter from the field's shift of the energy argument of the self-energy \(\Sigma\).

Units are \(\hbar=c=1\), \(e^2=\alpha\); the electron has mass \(m\), charge \(-e\) and energy \(\varepsilon\), \(0<\varepsilon<m\), in a central potential \(V\). The metric is \((+,-,-,-)\), \(\gamma^i=\gamma^0\alpha_i\), and \(\Sigma_n\) are spin matrices. The field \(\mathbf B\) along \(z\) adds \(e\boldsymbol\alpha\cdot\mathbf A\), \(\mathbf A=\tfrac12\mathbf B\times\mathbf r\), and \(\Delta E=g(e/2m)Bm_j\).

The loop replaces \(\gamma^i\) by \(\Lambda^i(p',p)\). The vertex shift is

\[
\Delta E_{\rm ver}=-\frac{ie}{2}\,\epsilon_{ijk}B_j\,
\frac{\partial M_i}{\partial q_k}\bigg|_{\mathbf q=0}, \tag{6}
\]

\[
M_i(\mathbf q)=\int d^3P\;\bar\psi(\mathbf P+\tfrac{\mathbf q}2)\,
\Lambda^i(P+\tfrac q2,P-\tfrac q2)\,\psi(\mathbf P-\tfrac{\mathbf q}2). \tag{5}
\]

With \(p=(\varepsilon,\mathbf p)\) and \(s=(\varepsilon^2-\mathbf p^2)/m^2\),

\[
\Lambda^\mu(p,p)=-\frac{\partial\Sigma(p)}{\partial p_\mu}, \tag{7}
\]

\[
\Lambda^\mu(p,p)=C\gamma^\mu-\frac{\alpha}{2\pi}\left[\gamma^\mu J
+\frac{2p^\mu}{m^2}\,(2mK_1-\not p\,K_2)\right], \tag{13}
\]

\[
J=\int_0^1\!x\ln(1-xs)\,dx,\quad
K_1=\int_0^1\!\frac{x\,dx}{1-xs},\quad
K_2=\int_0^1\!\frac{x^2dx}{1-xs}. \tag{14}
\]

The subtraction \(\Lambda^\mu(0,0)=0\) sets \(C=0\). For \(s\to1\),

\[
K_1\to-\ln(1-s)-1,\qquad K_2\to-\ln(1-s)-\tfrac32,\qquad J\to-\tfrac34. \tag{16}
\]

The slope, and an identity for any four-momentum \(l\) (no sum over \(n\)), are

\[
\frac{\partial\Lambda^i}{\partial q_k}\bigg|_{q=0}
=-\frac{i\alpha}{2\pi m^2}\,\epsilon_{kin}\,K_1\,\tfrac12\{\Sigma_n,\not p\}, \tag{23}
\]

\[
\tfrac12\{\Sigma_n,\not l\}=\Sigma_n(\gamma^0l^0-\gamma^nl_n). \tag{21}
\]

In scalar expressions \(p=|\mathbf p|\), and \(\mathbf n=\mathbf p/p\). For \(s_{1/2}\), \(m_j=\tfrac12\), so \(g=4m\,\Delta E/(eB)\), with real \(G,F\) and spin-up \(\chi\),

\[
\psi(\mathbf p)=\frac1{\sqrt{4\pi}}\begin{pmatrix}G(p)\,\chi\\ F(p)\,\boldsymbol\sigma\cdot\mathbf n\,\chi\end{pmatrix},
\qquad \int_0^\infty\!p^2(G^2+F^2)\,dp=1. \tag{24}
\]

The factor \(1/4\pi\) makes angular integrals averages, with \(n_in_j\to\delta_{ij}/3\). The derivative in (6) acting on the wave functions gives

\[
\Delta E_{\rm wf}=\frac e2\,\epsilon_{ijk}B_j\int d^3p\;{\rm Re}\,\psi^\dagger\gamma^0\Lambda^i(p,p)\,(i\partial_k\psi), \tag{25}
\]

where \(i\partial_k\) is the position operator. We first evaluate (25) term by term using (13).

**The part with \(J\).** It contains \(\gamma^0\gamma^i=\alpha_i\), which joins upper and lower components. The upper-lower product needs

\[
\partial_k(F\,\boldsymbol\sigma\cdot\mathbf n)=\Big(F'-\frac Fp\Big)n_k\,\boldsymbol\sigma\cdot\mathbf n+\frac Fp\,\sigma_k
\;\longrightarrow\;\frac13\Big(F'+\frac{2F}p\Big)\sigma_k, \tag{26}
\]

where the arrow is the angular average. From \(\sigma_i\sigma_k=\delta_{ik}+i\epsilon_{ikn}\sigma_n\) one has \(\epsilon_{ijk}\sigma_i\sigma_k=-2i\sigma_j\), and the product contributes \(\tfrac23BG(F'+2F/p)\). In the lower-upper product, \(\partial_kG=G'n_k\) and the Pauli matrices stand in the opposite order, which gives \(-\tfrac23BFG'\). Define

\[
W=GF'+\frac{2GF}p-FG'. \tag{27}
\]

Then \(\epsilon_{ijk}B_j\,{\rm Re}\,\psi^\dagger\alpha_i\,i\partial_k\psi\) averages to \(\tfrac23BW\), apart from the factor \(1/4\pi\) used in the average. With the tree vertex \(\gamma^i\) in place of \(\Lambda^i\), (25) gives the Dirac g factor

\[
g_D=\frac{4m}{eB}\cdot\frac{eB}{3}\int_0^\infty\!p^2W\,dp=\frac{4m}3\int_0^\infty\!p^2W\,dp. \tag{28}
\]

The \(J\) term of (13) inserts the factor \(-(\alpha/2\pi)J\) under this integral:

\[
\Delta g_J=\frac\alpha\pi\int_0^\infty\!p^2dp\left(-\frac{2m}3JW\right). \tag{29}
\]

**The orbital part.** The term of (13) proportional to \(p^i\) brings in \(\epsilon_{ijk}p_iB_j\,i\partial_k=\mathbf B\cdot(\mathbf r\times\mathbf p)=\mathbf B\cdot\mathbf L\). The upper component of (24) has no orbital angular momentum. In the lower one, \(\boldsymbol\sigma\cdot\mathbf n\,\chi=(n_z,\,n_x+in_y)\), and \(L_z\) leaves \((0,\,n_x+in_y)\). Its overlap with the original spinor is \(n_x^2+n_y^2\to\tfrac23\). Using \(\gamma^0\not p=\varepsilon-\boldsymbol\alpha\cdot\mathbf p\), the angular average is

\[
\psi^\dagger\gamma^0(2mK_1-\not pK_2)\mathbf B\cdot\mathbf L\,\psi
\to-\tfrac23B\left[(2mK_1+\varepsilon K_2)F^2-pK_2GF\right]. \tag{30}
\]

The first sign is that of \(\gamma^0\) in the lower components. The prefactor in the energy is \((e/2)(-\alpha/\pi m^2)\), so

\[
\Delta g_L=\frac\alpha\pi\int_0^\infty\!p^2dp\;\frac4{3m}\left[(2mK_1+\varepsilon K_2)F^2-pK_2GF\right]. \tag{31}
\]

### Derivative acting on the vertex

Insert (23) in (6). The cyclic order gives \(\epsilon_{ijk}\epsilon_{kin}=\epsilon_{ijk}\epsilon_{ink}=2\delta_{jn}\) after summation over \(i,k\). From (21) and \(\gamma^n\Sigma_n=\gamma^0\gamma_5\) (no sum), where \(\gamma_5\) exchanges upper and lower components, \(\tfrac12\{\Sigma_n,\not p\}=\gamma^0(\varepsilon\Sigma_n-\gamma_5p_n)\). With \((-i)(-i)=-1\),

\[
\Delta E_{\rm slope}=-\frac{e\alpha}{2\pi m^2}\int d^3p\,K_1\,
\psi^\dagger(\varepsilon\,\mathbf B\cdot\boldsymbol\Sigma-\gamma_5\,\mathbf B\cdot\mathbf p)\psi. \tag{32}
\]

The spin average is \(G^2\) from the upper component. In the lower one, \((\boldsymbol\sigma\cdot\mathbf n)\sigma_z(\boldsymbol\sigma\cdot\mathbf n)=2n_z\boldsymbol\sigma\cdot\mathbf n-\sigma_z\) averages to \(-\tfrac13\) in the state \(\chi\). The \(\gamma_5\) term has two equal cross products, each \(pGF\,n_z\,\chi^\dagger\boldsymbol\sigma\cdot\mathbf n\,\chi\to pGF/3\). Hence

\[
\Delta g_S=\frac\alpha\pi\int_0^\infty\!p^2dp\left\{-\frac2mK_1\left[\varepsilon\Big(G^2-\frac{F^2}3\Big)-\frac23pGF\right]\right\}. \tag{33}
\]

The complete zero-potential vertex term is

\[
\Delta g_{\rm ver}=\Delta g_J+\Delta g_L+\Delta g_S. \tag{34}
\]

### The reducible term and the single integral

The magnetic field shifts the energy at which the self-energy is evaluated by the tree amount \(g_D(e/2m)Bm_j\). The level shift \(\int\bar\psi\Sigma(E)\psi\) therefore changes by this amount times \(R=\int\bar\psi(\partial\Sigma/\partial\varepsilon)\psi\), and \(\Delta g_{\rm red}=g_DR\). By (7), \(\partial\Sigma/\partial\varepsilon=-\Lambda^0(p,p)\). The required densities, after angular averaging, are

\[
\bar\psi\gamma^0\psi\to G^2+F^2,\quad \bar\psi\psi\to G^2-F^2,\quad
\bar\psi\not p\,\psi\to\varepsilon(G^2+F^2)-2pGF. \tag{35}
\]

Equation (13) with \(\mu=0\) then gives

\[
\begin{aligned}
R=\frac\alpha\pi\int_0^\infty\!p^2dp\,\Big\{&\tfrac12J(G^2+F^2)
+\frac{\varepsilon}{m^2}\big[2mK_1(G^2-F^2)\\
&-K_2\big(\varepsilon(G^2+F^2)-2pGF\big)\big]\Big\}.
\end{aligned} \tag{36}
\]

Adding \(g_D\) times the integrand of (36) to those of (29), (31) and (33) gives one radial integral for

\[
\Delta g_0=\Delta g_{\rm ver}+g_DR. \tag{37}
\]

If the constant \(C\) in (13) is restored, the vertex term gains \(Cg_D\), because \(C\gamma^i\) is a multiple of the tree vertex. The reducible term gains \(-Cg_D\), because \(\psi\) is normalized. The sum is unchanged, so the ultraviolet constant needs no separate determination.

### The 1s state

For a point nucleus, \(V=-Z\alpha/r\). Write \(\psi(\mathbf r)=(g_r\chi,\;ih_r\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi)/\sqrt{4\pi}\), where \(g_r,h_r\) are real radial functions. Since \(\boldsymbol\sigma\cdot\nabla\) acting on \(h_r\boldsymbol\sigma\cdot\hat{\mathbf r}\) gives \(h_r'+2h_r/r\), the Dirac equation becomes

\[
h_r'+\frac{2h_r}r=(\varepsilon-m-V)g_r,\qquad g_r'=-(\varepsilon+m-V)h_r. \tag{38}
\]

Try \(g_r=\mathcal N r^{\nu-1}e^{-\lambda r}\) and \(h_r=\eta g_r\). The terms in \(1/r\) require \(Z\alpha=\eta(1+\nu)\) and \(1-\nu=Z\alpha\,\eta\). The constant terms require \(m-\varepsilon=\eta\lambda\) and \(\lambda=\eta(m+\varepsilon)\). All four conditions are met by

\[
\nu=\sqrt{1-(Z\alpha)^2},\quad \varepsilon=\nu m,\quad \lambda=Z\alpha\,m,\quad \eta=\frac{Z\alpha}{1+\nu}. \tag{39}
\]

The solution exists for \(Z\alpha<1\). It makes the off-shell distance simple:

\[
1-s=\frac{m^2-\varepsilon^2+p^2}{m^2}=\frac{\lambda^2+p^2}{m^2}>0. \tag{40}
\]

The radial functions in momentum space are the Bessel transforms

\[
G=\sqrt{\tfrac2\pi}\int_0^\infty\!r^2j_0(pr)\,g_r\,dr,\qquad
F=\sqrt{\tfrac2\pi}\int_0^\infty\!r^2j_1(pr)\,h_r\,dr. \tag{41}
\]

The factor \(-i\) from the plane-wave expansion of the \(p\) wave cancels the \(i\) in the lower component, which is why \(F\) is real.

The tree value can also be found in coordinate space. The average of \((\mathbf r\times\boldsymbol\alpha)_z\) gives \(\tfrac43r\,g_rh_r\), so \(g_D=(8m/3)\int r^3g_rh_r\,dr\). For (39), \(\int r^3g_r^2dr\big/\!\int r^2g_r^2dr=(2\nu+1)/(2\lambda)\), and \(\eta/(1+\eta^2)=Z\alpha/2\). Therefore

\[
g_D=\frac{8m}3\cdot\frac{Z\alpha}2\cdot\frac{2\nu+1}{2Z\alpha\,m}
=\frac23\Big(1+\frac{2\varepsilon}m\Big). \tag{42}
\]

### The free limit

For \(Z\alpha\to0\) the normalization integral is dominated by \(p\sim\lambda\ll m\). Then \(\varepsilon\to m\), and the second equation of (38) reduces to \(h_r=-g_r'/2m\), which in momentum space is \(F=pG/2m\). In (27) the terms with \(G'\) cancel, leaving \(W=3G^2/2m\). From (16), with \(\langle\cdots\rangle\) the average over \(p^2G^2\),

\[
\Delta g_J\to\frac34\,\frac\alpha\pi,\qquad
\Delta g_S\to\big[2+2\langle\ln(1-s)\rangle\big]\frac\alpha\pi. \tag{43}
\]

The orbital part carries \(F^2\) or \(pGF/m\), hence an additional factor of order \(p^2/m^2\) apart from logarithms, and vanishes. In (36) the integrand becomes \(G^2(-\tfrac38+2K_1-K_2)\), where \(2K_1-K_2\to-\ln(1-s)-\tfrac12\). With \(g_D\to2\),

\[
\Delta g_{\rm ver}\to\Big[\tfrac{11}4+2\langle\ln(1-s)\rangle\Big]\frac\alpha\pi,\qquad
\Delta g_{\rm red}\to\Big[-\tfrac74-2\langle\ln(1-s)\rangle\Big]\frac\alpha\pi. \tag{44}
\]

The logarithms cancel in the integrand, before any averaging, and

\[
\Delta g_0\to\frac\alpha\pi. \tag{45}
\]

The separate logarithms can be evaluated. As \(Z\alpha\to0\), \(G\propto(\lambda^2+p^2)^{-2}\). Put \(p=\lambda t\). The average of \(\ln(1+t^2)\) with weight \(t^2(1+t^2)^{-4}\) is minus the logarithmic derivative, at \(a=4\), of

\[
\int_0^\infty\!\frac{t^2\,dt}{(1+t^2)^a}=\frac{\Gamma(\frac32)\,\Gamma(a-\frac32)}{2\,\Gamma(a)}. \tag{46}
\]

With \(\psi_0\) the logarithmic derivative of the gamma function, this is \(\psi_0(4)-\psi_0(\tfrac52)=\tfrac{11}6-(\tfrac83-2\ln2)=2\ln2-\tfrac56\). Since (40) adds \(2\ln(Z\alpha)\),

\[
\langle\ln(1-s)\rangle\to2\ln(2Z\alpha)-\tfrac56, \tag{47}
\]

\[
\frac{\Delta g_{\rm ver}}{\alpha/\pi}\to4\ln(2Z\alpha)+\tfrac{13}{12},\qquad
\frac{\Delta g_{\rm red}}{\alpha/\pi}\to-4\ln(2Z\alpha)-\tfrac1{12}. \tag{48}
\]

At \(Z\alpha=0.001\) the vertex term is \(-23.7752\) and the reducible term \(24.7752\), in units of \(\alpha/\pi\). Their sum is 0.99998. Equation (48) gives \(-23.7751\) for the vertex term.

The sum falls short of one by 0.064, 0.00153 and 0.0000245 at \(Z\alpha=0.1\), 0.01 and 0.001. Divided by \((Z\alpha)^2\), these deficits are about 6.4, 15 and 24.5. The growth by roughly nine per decade, close to \(4\ln10=9.2\), suggests a correction of the form \(4(Z\alpha)^2\ln(Z\alpha)\); three points do not prove it. This decrease belongs to the zero-potential part alone. At this order the complete correction is that of a Dirac electron with the anomalous moment in the Coulomb field, \((\alpha/\pi)[1+(Z\alpha)^2/6]\). It is an increase and contains no logarithm, so the logarithm has to cancel against the terms left out here.

### Hydrogenlike lead

For \(Z=82\), \(Z\alpha=0.59838\) and \(\varepsilon/m=0.80121\), a binding energy of 101.6 keV in the point-nucleus model. Equation (42) gives \(g_D=\tfrac23(1+1.60242)=1.7349\). In units of \(\alpha/\pi\), the vertex parts are

\[
0.096\,(J)+0.065\,(\text{orbital})-0.796\,(\text{slope})=-0.635. \tag{49}
\]

The average (36) is 0.6523, so the reducible term is \(1.7349\times0.6523=1.132\), and

\[
\Delta g_0=(-0.635+1.132)\frac\alpha\pi=0.497\,\frac\alpha\pi. \tag{50}
\]

With \(\alpha/\pi=0.0023228\), this is \(\Delta g_0=0.001153\). The precession frequency \(g\mu_BB/h\) at 1 T, with \(\mu_B\) the Bohr magneton and \(h\) Planck's constant, changes by 16.14 MHz. The free-limit value \(\alpha/\pi\) would give 32.51 MHz. Binding thus halves this part of the correction; this does not indicate the direction in which the complete self-energy correction moves.

These numbers were tested without the angular reduction and without (13) or (23): the full spinors and the vertex at unequal momenta were inserted in (5), and the derivative in (6) was taken numerically. The vertex term, \(-0.63514\), and the average, 0.65227, agree to the digits given.

The result is not the complete self-energy correction for lead. The loops containing the nuclear potential, the change of the wave function in the field and the finite nuclear size are absent. The nuclear size affects the last digits quoted: a uniformly charged nucleus of rms radius 5.50 fm changes the binding energy to 101.5 keV, \(g_D\) to 1.7354, \(\Delta g_0\) to 0.001154 and the frequency shift to 16.15 MHz. No independence of the photon gauge is claimed for the zero-potential part taken alone. Equations (6), (13) and (23) hold for any bound state with \(0<\varepsilon<m\), whereas the radial forms (29)–(36) require the \(s_{1/2}\) spinor (24). The numerical output gives the remaining digits.

## Table of computed values

```
alpha/pi (dimensionless)                     0.002322819
Loop checks at one off-shell momentum, largest deviation (alpha/pi):
  forward vertex, raw loop vs closed form    1.2e-08
  Ward identity, raw loop                    8.4e-06
  vertex slope in q, raw loop vs closed form 2.4e-07
Hydrogenlike lead, 1s, point nucleus:
  Z                                          82
  Z alpha                                    0.598383
  Dirac energy / m c^2                       0.801210
  binding energy (keV)                       101.581
  Dirac g, momentum integral                 1.734947
  Dirac g, coordinate integral               1.734947
  contributions to Delta g in units of alpha/pi:
  vertex, J W part                           0.09555
  vertex, orbital part                       0.06536
  vertex, slope part                         -0.79604
  vertex, total                              -0.63514
  vertex, full-spinor check                  -0.63514
  mean energy derivative of Sigma            0.65227
  same, full-spinor check                    0.65227
  reducible term                             1.13166
  vertex + reducible                         0.49652
  Delta g, vertex + reducible                0.0011533
  precession frequency shift at 1 T (MHz)    16.142
  shift for Delta g = alpha/pi at 1 T (MHz)  32.511
Approach to the free limit (units of alpha/pi):
  Z alpha   vertex      4ln(2Za)+13/12  reducible   sum
  0.1         -5.60883    -5.35442         6.54508  0.9362561
  0.01       -14.57057   -14.56476        15.56905  0.9984732
  0.001      -23.77519   -23.77510        24.77517  0.9999755
Orbital part at Z alpha = 0.001 (alpha/pi)     4.03e-06
Mean ln(1-s) at Z alpha = 0.001                -13.26255
2 ln(2 Z alpha) - 5/6 at the same coupling   -13.26255
```
